# Peierls softening of the 2kF phonon in a half-filled chain

## The system

A ring of \(N\) identical atoms of mass \(M\) has one electron per atom and one orbital per atom. The length of the ring is fixed. Neighbouring atoms are joined by springs of constant \(K\), and the hopping amplitude depends linearly on the bond length:

\[
H_{\rm el}=-\sum_{n,\sigma}\left[t-\alpha(u_{n+1}-u_n)\right]\left(c^\dagger_{n+1,\sigma}c_{n\sigma}+{\rm h.c.}\right).
\]

Here \(u_n\) is the displacement of atom \(n\) along the chain and \(t,\alpha>0\). The wavevector \(k\) is measured in inverse lattice spacings. Without displacements \(\varepsilon_k=-2t\cos k\), so half filling gives \(k_F=\pi/2\) and \(2k_F=\pi\). Hartree atomic units are used, with \(\hbar=1\).

The nuclei are classical, and at each set of displacements the electrons are in equilibrium at temperature \(T\). Electron–electron repulsion is left out. Take \(N\) large and divisible by four.

## (a) Free energy of the distorted chain

**Question.** Impose \(u_n=(-1)^n u\) and define \(\Delta=4\alpha u\), with \(|\Delta|<2t\). Find the bands and the free energy per atom.

**Answer.** The bond from an even site has \(u_{n+1}-u_n=-2u\), and the bond from an odd site has \(+2u\). The hoppings therefore alternate between

\[
t_1=t+\Delta/2,\qquad t_2=t-\Delta/2 .
\]

The cell holds two atoms. Its Bloch Hamiltonian has zero diagonal and off-diagonal element \(-(t_1+t_2e^{-2ik})\), so the energies are \(\pm E_k\) with

\[
\begin{aligned}
E_k^2&=t_1^2+t_2^2+2t_1t_2\cos 2k\\
&=2t^2(1+\cos2k)+\tfrac12\Delta^2(1-\cos2k)\\
&=4t^2\cos^2k+\Delta^2\sin^2k .
\end{aligned}
\]

The smallest \(E_k\) is \(|\Delta|\), at \(k=\pi/2\), so the full gap is \(2|\Delta|\).

Since \(f(E)+f(-E)=1\) when the chemical potential is zero, each of the \(N/2\) allowed \(k\) then holds two electrons, counting spin. Hence \(\mu=0\) at every \(T\), and the free energy equals the grand potential. One \(k\) contributes

\[
-2k_BT\ln\left[(1+e^{-E/k_BT})(1+e^{E/k_BT})\right]
=-4k_BT\ln\left[2\cosh\frac{E}{2k_BT}\right],
\]

because the product is \(2+2\cosh(E/k_BT)=4\cosh^2(E/2k_BT)\). Per atom, \(N^{-1}\sum_k\) becomes \(\int_{-\pi/2}^{\pi/2}dk/2\pi=\pi^{-1}\int_0^{\pi/2}dk\) for an even integrand. The elastic energy per atom is \(\tfrac12K(2u)^2=K\Delta^2/(8\alpha^2)\). Thus

\[
F(\Delta)=\frac{K\Delta^2}{8\alpha^2}-\frac{4k_BT}{\pi}\int_0^{\pi/2}\ln\left[2\cosh\frac{E_k}{2k_BT}\right]dk .
\]

## (b) The phonon frequency

**Question.** Obtain the \(2k_F\) frequency of the undistorted chain from \(F\). Then derive the static linear-response formula for any \(q\ne0\), and show that the two agree at \(q=\pi\).

**Answer.** Since \(\partial E/\partial\Delta=\Delta\sin^2k/E\),

\[
\frac{dF}{d\Delta}=\Delta\left[\frac{K}{4\alpha^2}-\frac2\pi\int_0^{\pi/2}\frac{\sin^2k}{E_k}\tanh\frac{E_k}{2k_BT}\,dk\right].\tag{1}
\]

The curvature at \(\Delta=0\) is the bracket with \(E_k=2t\cos k\). The kinetic energy per atom is \(M\dot u^2/2\), so \(F=F(0)+\tfrac12M\omega^2u^2+\dots\), and \(M\omega^2=16\alpha^2\,d^2F/d\Delta^2\). Consequently

\[
\frac{\omega^2}{\omega_0^2}=1-\lambda J(T),\qquad \omega_0^2=\frac{4K}{M},\qquad \lambda=\frac{4\alpha^2}{\pi tK},\tag{2}
\]

\[
J(T)=\int_0^{\pi/2}\frac{\sin^2k}{\cos k}\tanh\frac{t\cos k}{k_BT}\,dk .
\]

For general \(q\), let \(u_n=Qe^{iqn}+{\rm c.c.}\), with \(q\neq0,\pi\). The perturbation is \(V=\alpha\sum(u_{n+1}-u_n)(c^\dagger_{n+1}c_n+{\rm h.c.})\), and

\[
\langle k+q|V|k\rangle=\alpha Q(e^{iq}-1)(e^{-i(k+q)}+e^{ik}),
\]

whose squared modulus is \(16\alpha^2|Q|^2\sin^2(q/2)\cos^2(k+q/2)\).

If \(V\) is switched on as \(xV\), then \(d\Omega/dx={\rm Tr}(\rho V)\), and the first-order density matrix is \(x V_{ab}(f_a-f_b)/(\varepsilon_a-\varepsilon_b)\). Integrating over \(x\) from 0 to 1 gives, per spin,

\[
\Omega_2=\frac12\sum_{ab}|V_{ab}|^2\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b},
\]

with the quotient replaced by \(f'\) for equal energies. The transitions \(k\to k+q\) and \(k\to k-q\) contribute equally and cancel the factor \(\tfrac12\); spin supplies a factor 2. The elastic energy per atom is \(4K|Q|^2\sin^2(q/2)\), and the total is \(M\omega^2|Q|^2\), because the mean square displacement is \(2|Q|^2\). Hence

\[
\frac{\omega^2(q)}{\omega_0^2}=\sin^2\frac q2\left[1+\frac{8\alpha^2}{KN}\sum_k\cos^2\!\left(k+\frac q2\right)\frac{f_k-f_{k+q}}{\varepsilon_k-\varepsilon_{k+q}}\right].\tag{3}
\]

At \(q=\pi\) the two travelling waves coincide. With \(u_n=(-1)^nu\), the factor \(\tfrac12\) stays in \(\Omega_2\) and also in \(\tfrac12M\omega^2u^2\), so (3) still holds. There \(\varepsilon_{k+\pi}=-\varepsilon_k\), and

\[
\frac{f(\varepsilon)-f(-\varepsilon)}{2\varepsilon}=-\frac{\tanh(\varepsilon/2k_BT)}{2\varepsilon}.
\]

The four quarters of the zone contribute equally. The correction in (3) becomes

\[
-\frac{8\alpha^2}{K}\,\frac{4}{2\pi}\,\frac{1}{4t}\,J=-\lambda J,
\]

in agreement with (2).

## (c) The temperature law

**Question.** Find \(\omega^2(T)\) for \(k_BT\ll t\), including the first correction, and the temperature \(T_c\) at which it vanishes. What happens for \(k_BT\gg t\)?

**Answer.** Put \(s=\cos k\) and \(\tau=k_BT/t\):

\[
J=\int_0^1\frac{\sqrt{1-s^2}}{s}\tanh\frac s\tau\,ds .
\]

Write \(\sqrt{1-s^2}=1+(\sqrt{1-s^2}-1)\). The first part contains the states near the Fermi points. With \(y=s/\tau\) and integration by parts, up to exponentially small terms,

\[
\int_0^{1/\tau}\frac{\tanh y}{y}dy=\ln\frac1\tau-\int_0^\infty\ln y\,{\rm sech}^2y\,dy .
\]

For the constant, expand \({\rm sech}^2y=4\sum_{n\ge1}(-1)^{n-1}n e^{-2ny}\). For \(p>0\) this gives

\[
\int_0^\infty y^p\,{\rm sech}^2y\,dy=2^{1-p}\Gamma(p+1)\eta(p),\qquad \eta(p)=\sum_{n\ge1}\frac{(-1)^{n-1}}{n^p}.
\]

Pairing neighbouring terms gives \(\eta(p)=\tfrac12+\tfrac12\sum(-1)^{n-1}[n^{-p}-(n+1)^{-p}]\). Hence \(\eta(0)=\tfrac12\), and by Wallis's product

\[
\eta'(0)=\tfrac12\ln\left(\tfrac21\cdot\tfrac23\cdot\tfrac43\cdot\tfrac45\cdots\right)=\tfrac12\ln\tfrac\pi2 .
\]

The derivative of the moment at \(p=0\) is therefore \(-\ln2-\gamma+\ln(\pi/2)=-\ln(4e^\gamma/\pi)\), where \(\gamma\) is Euler's constant. The first part of \(J\) is \(\ln[4e^\gamma/(\pi\tau)]\).

In the second part, set \(\tanh=1\) to leading order and use \(w=\sqrt{1-s^2}\), for which \(ds/s=-w\,dw/(1-w^2)\):

\[
\int_0^1\frac{\sqrt{1-s^2}-1}{s}ds=-\int_0^1\frac{w}{1+w}dw=\ln2-1 .
\]

The error made by setting \(\tanh=1\) comes from small \(s\), where \(1-\sqrt{1-s^2}\simeq s^2/2\). It adds

\[
\frac{\tau^2}{2}\int_0^\infty y(1-\tanh y)\,dy=\frac{\tau^2}{2}\sum_{n\ge1}\frac{2(-1)^{n-1}}{4n^2}=\frac{\pi^2}{48}\tau^2 ,
\]

since \(\sum(-1)^{n-1}/n^2=\pi^2/12\). Altogether

\[
J=\ln\frac{8e^\gamma t}{\pi k_BT}-1+\frac{\pi^2}{48}\tau^2+O(\tau^4).\tag{4}
\]

\(J\) falls steadily from infinity to zero as \(T\) rises, so \(J(T_c)=1/\lambda\) has one root. Replacing 1 in (2) by \(\lambda J(T_c)\), and writing \(\tau_c=k_BT_c/t\),

\[
\boxed{\;\omega^2=\omega_0^2\lambda\left[\ln\frac{T}{T_c}-\frac{\pi^2}{48}(\tau^2-\tau_c^2)+O(\tau^4,\tau_c^4)\right]\;}\tag{5}
\]

\[
k_BT_c=\frac{8e^{\gamma-1}}{\pi}\,t\,e^{-1/\lambda}\left[1+O(\tau_c^2)\right].
\]

The logarithm arises because \(q=\pi\) connects each state to one of opposite energy. The sum of \(1/|\varepsilon|\) over such pairs is cut off below by \(k_BT\) and above by the bandwidth. Just above \(T_c\), \(\ln(T/T_c)\simeq(T-T_c)/T_c\), and the frequency vanishes as \(\sqrt{T-T_c}\). This is the adiabatic result. If the electrons respond in time, the mode can excite electron–hole pairs and acquires a half-width of about \(\pi\lambda\omega_0^2/(16k_BT)\) for collisionless electrons. For the chain of (e) this is about 9 cm⁻¹ near \(T_c\), so the mode is overdamped within roughly 0.4% above \(T_c\). Below \(T_c\), \(\omega^2<0\) signals that the undistorted chain is unstable; it is not a vibration frequency of the dimerized chain.

For \(k_BT\gg t\), \(\tanh x\simeq x\) gives \(J\simeq\pi t/(4k_BT)\). Then \(\omega^2\to\omega_0^2[1-\pi\lambda t/(4k_BT)]\), which saturates at \(\omega_0^2\), whereas the logarithm would grow without limit.

## (d) The gap and its ratio to the critical temperature

**Question.** Find the half-gap \(\Delta_0\) at \(T=0\) and the weak-coupling value of \(2\Delta_0/(k_BT_c)\). Show that, within mean-field theory, the dimerization vanishes continuously at \(T_c\).

**Answer.** At \(T=0\) the hyperbolic tangent in (1) is 1. Setting the bracket to zero and multiplying it by \(\pi t\) gives, with \(z=\Delta_0/2t\),

\[
\frac1\lambda=\int_0^{\pi/2}\frac{\sin^2k\,dk}{\sqrt{\cos^2k+z^2\sin^2k}}
=\int_0^1\frac{\sqrt{1-s^2}\,ds}{\sqrt{s^2+z^2(1-s^2)}} .
\]

For \(z\ll1\) split the numerator as before. The part with numerator 1 tends to \(\int_0^1ds/\sqrt{s^2+z^2}={\rm arsinh}(1/z)\to\ln(2/z)\). The rest is regular at small \(s\) and tends to \(\ln2-1\). Therefore

\[
\frac1\lambda=\ln\frac4z-1,\qquad \Delta_0=8t\,e^{-1-1/\lambda},
\]

to leading order in weak coupling. Division by \(k_BT_c\) removes \(t\), \(\lambda\) and the band-structure constant \(\ln2-1\), which enters both results:

\[
\boxed{\;\frac{2\Delta_0}{k_BT_c}\to\frac{2\pi}{e^\gamma}=3.53\;}
\]

To see that the stationary point is a minimum, note that at fixed \(T\) the function \(\tanh(E/2k_BT)/E\) falls as \(E\) grows, and \(E_k\) grows with \(|\Delta|\). The integral in (1) thus falls with \(|\Delta|\), so the bracket can change sign at most once, from negative to positive. It starts negative if \(\lambda J(T)>1\), that is, if \(T<T_c\). At \(\Delta=2t\), \(E_k=2t\) for every \(k\), and \(\pi t\) times the bracket is \(1/\lambda-(\pi/4)\tanh(t/k_BT)\), which is positive for \(\lambda<4/\pi\). For such couplings the bracket has exactly one zero in \(0<\Delta<2t\) when \(T<T_c\), and this zero is the minimum of \(F\). At \(T_c\) the bracket vanishes at \(\Delta=0\) and is therefore positive at any fixed \(\delta>0\). It is continuous in \(T\), so it stays positive at \(\delta\) for \(T\) slightly below \(T_c\), and the minimum then lies below \(\delta\). Since \(\delta\) is arbitrary, the minimum moves continuously to \(\Delta=0\) as \(T\to T_c\). Above \(T_c\) the bracket is positive throughout, and the undistorted chain is the minimum.

The energy gained at \(T=0\) follows from the same limit. Equation (1) becomes \(dF/d\Delta\simeq(\Delta/\pi t)\ln(\Delta/\Delta_0)\). Integration from 0 to \(\Delta_0\) gives \(F(\Delta_0)-F(0)\simeq-\Delta_0^2/(4\pi t)\) per atom.

## (e) A numerical case

**Question.** Take \(t=0.1\) hartree, \(\alpha=0.03\) hartree/bohr, \(K=0.05\) hartree/bohr² and \(M=10^5\) electron masses. Evaluate the results and judge the approximations.

**Answer.** The coupling is

\[
\lambda=\frac{4(0.03)^2}{\pi(0.1)(0.05)}=0.2292,\qquad \frac1\lambda=4.363 .
\]

The closed forms give \(k_BT_c=0.002125\) hartree, or 671 K, and \(\Delta_0=0.003748\) hartree. Solving the full gap equation gives \(\Delta_0=0.003752\) hartree, a full gap of 0.204 eV. The ratio for this chain is 3.531, which is 0.1% above its limit. The energy gain estimate is \((0.003752)^2/(0.4\pi)=1.12\times10^{-5}\) hartree per atom, as found by direct minimization.

The bare frequency is \(\omega_0=\sqrt{0.2/10^5}=0.001414\) hartree, or 310 cm⁻¹. At \(2T_c\) the law gives \(\omega^2/\omega_0^2=0.2292\ln2=0.1589\). The response sum gives 0.1588, hence \(\omega=124\) cm⁻¹. Diagonalizing a ring with frozen displacements also gives 0.1588.

| \(T/T_c\) | \(\omega^2/\omega_0^2\), from (3) | \(\lambda\ln(T/T_c)\) |
|---|---|---|
| 0.5 | −0.1588 | −0.1589 |
| 1.2 | 0.0418 | 0.0418 |
| 3 | 0.2516 | 0.2518 |
| 10 | 0.5256 | 0.5277 |
| 30 | 0.7577 | 0.7795 |

At \(10T_c\), \(\tau=0.21\) and the logarithm is 0.4% above the response sum. The correction in (5) accounts for 0.0021 of this difference of about 0.0022. At \(30T_c\), \(\tau=0.64\) is no longer small, and the excess is 2.9%.

The ratio is less forgiving at stronger coupling: it is 3.547 at \(\lambda=0.3\) and 3.690 at \(\lambda=0.5\). The value 3.53 is thus a weak-coupling limit, not a property of every half-filled chain.

Minimizing \(F\) gives \(\Delta/\Delta_0=0.957\), 0.527 and 0.173 at \(T/T_c=0.5\), 0.9 and 0.99, consistent with a continuous transition. A scan of (3) at \(T_c\) for these parameters found the other nonzero wavevectors on the mesh still stable. Away from \(q=\pi\), the paired energies near the Fermi points no longer cancel: a mismatch of order \(2t|q-\pi|\) takes over from \(k_BT\) as the cutoff of the logarithm once it exceeds about \(2k_BT\); the crossover is gradual.

The classical lattice is a serious restriction here. The dimerization amplitude is \(u_0=\Delta_0/4\alpha=0.031\) bohr, while one oscillator of frequency \(\omega_0\) has a zero-point rms displacement \((2M\omega_0)^{-1/2}=0.059\) bohr. The latter is not the fluctuation of the collective \(2k_F\) coordinate, but its size shows that quantum motion cannot be dismissed at low temperature. Near \(T_c\) the thermal motion is larger still: the classical rms displacement of the same oscillator is \((k_BT_c/M\omega_0^2)^{1/2}=0.10\) bohr, and \(F(\Delta)\), evaluated at a single static displacement, leaves it out. Moreover, \(T_c\) is a mean-field temperature. In an isolated chain with short-range forces, thermally created domain walls destroy long-range order at any \(T>0\).

## (f) Smearing that is not a temperature

**Question.** A perturbation calculation uses the occupations \(f=\tfrac12{\rm erfc}(\varepsilon/\sigma)\) in (3). At which width \(\sigma_c\) does the \(2k_F\) mode become unstable in weak coupling?

**Answer.** Now \(f(-E)-f(E)={\rm erf}(E/\sigma)\) replaces \(\tanh(E/2k_BT)\), with \(E=2ts\). Integration by parts gives, for large \(A=2t/\sigma\),

\[
\int_0^A\frac{{\rm erf}\,y}{y}dy=\ln A-\frac{2}{\sqrt\pi}\int_0^\infty e^{-y^2}\ln y\,dy=\ln A+\frac\gamma2+\ln2 .
\]

The last integral follows by differentiating \(\frac{2}{\sqrt\pi}\int_0^\infty y^pe^{-y^2}dy=\Gamma(\frac{p+1}{2})/\sqrt\pi\) at \(p=0\), using \(\Gamma'(\frac12)/\Gamma(\frac12)=-\gamma-2\ln2\). Adding the unchanged band constant \(\ln2-1\),

\[
J_G=\ln\frac{8e^{\gamma/2}t}{\sigma}-1,\qquad
\omega^2\simeq\omega_0^2\lambda\ln\frac{\sigma}{\sigma_c},
\]

\[
\sigma_c=8t\,e^{\gamma/2-1-1/\lambda},\qquad
\frac{\sigma_c}{k_BT_c}=\pi e^{-\gamma/2}=2.354 .
\]

For the chain in (e), the zero of the response sum lies at \(\sigma_c=0.00500\) hartree, in agreement with this ratio. The logarithm survives because both occupation functions blur the same Fermi step, but its zero depends on the shape of the blur. With Fermi–Dirac occupations the width \(k_BT\) is a physical electronic temperature. A Gaussian width must be converted before it is compared with \(T_c\), and the factor 2.354 applies to this logarithmic instability in weak coupling. In either scheme, a width above the critical one makes the undistorted chain appear stable even if its ground state is dimerized.

The numerical output below gives further digits and the remaining temperatures.

## Table of computed values

```
hopping t = 0.100 hartree
coupling alpha = 0.030 hartree/bohr
spring constant K = 0.050 hartree/bohr^2
atomic mass M = 100000 electron masses
dimensionless coupling lambda = 0.22918
1/lambda = 4.36332
bare 2kF frequency = 0.001414 hartree = 310.4 cm^-1
k Tc, numerical root = 0.0021252 hartree
k Tc, closed form = 0.0021250 hartree
Tc = 671.1 K
Delta0, numerical root = 0.0037522 hartree
Delta0, energy minimum = 0.0037522 hartree
Delta0, closed form = 0.0037482 hartree
full gap 2 Delta0 = 0.2042 eV
displacement u0 = 0.03127 bohr
zero-point rms at bare frequency = 0.05946 bohr
energy gain per atom at T=0 = 1.119e-05 hartree
2 Delta0/(k Tc), this chain = 3.5312
2 pi/exp(gamma) = 3.5278
T/Tc, omega^2/omega0^2 (response sum), lambda ln(T/Tc):
   0.50   -0.15884   -0.15886
   0.80   -0.05113   -0.05114
   1.02    0.00454    0.00454
   1.20    0.04178    0.04179
   1.50    0.09290    0.09293
   2.00    0.15879    0.15886
   3.00    0.25161    0.25178
   5.00    0.36834    0.36886
  10.00    0.52556    0.52771
  30.00    0.75765    0.77950
frozen phonon at 2 Tc, q=pi: omega^2/omega0^2 = 0.15880
omega at 2 Tc = 0.000564 hartree = 123.7 cm^-1
kT/t at 10 Tc = 0.2125, at 30 Tc = 0.6376
Delta(T)/Delta0 at T/Tc = 0.50: 0.9570
Delta(T)/Delta0 at T/Tc = 0.90: 0.5265
Delta(T)/Delta0 at T/Tc = 0.99: 0.1730
lambda, 2 Delta0/(k Tc):
  0.50  3.6896
  0.40  3.6029
  0.30  3.5474
  0.20  3.5289
  0.15  3.5278
critical Gaussian width = 0.0050027 hartree
critical width/(k Tc) = 2.3540
pi exp(-gamma/2) = 2.3540
```
